# Where triples enter the CCSDT equations and what they cost: a numerical check

```python
# Result under test: spin-orbital CCSDT residuals R_mu = <mu|exp(-T) H exp(T)|0>,
# T = T1+T2+T3, written with T1-dressed integrals and F/W intermediates:
# the T3 terms of singles and doubles, the whole triples residual, and its cost
# (eighth-order contractions o^3v^5 ladder, o^4v^4 ring, o^5v^3 hole ladder;
# multiply-adds per unique amplitude 3C(v-1,2), 9(o-2)(v-2), 3C(o-1,2)).
# Symbols: o, v numbers of occupied/virtual spin orbitals; i,j,k,m,n occupied;
# a,b,c,e,f virtual; h[p,q] one-electron, g[p,q,r,s] = <pq||rs>; t1[i,a],
# t2[i,j,a,b], t3[i,j,k,a,b,c]. Independent roads: explicit Fock-space operators,
# PySCF CCSD, (T) and FCI, explicit loops over unique indices.
import numpy as np, scipy.sparse as sp
from itertools import combinations, permutations
from math import comb
from scipy.constants import physical_constants
from pyscf import gto, scf, mcscf, cc, ao2mo

Eh = physical_constants['Hartree energy'][0]
aJ, zJ = Eh / 1e-18, Eh / 1e-21
orders = {}

def ct(sub, A, B, tag='other'):
    letters = set(sub) - set(',->')
    key = (len(letters & set('ijkmn')), len(letters & set('abcef')))
    orders.setdefault(tag, set()).add(key)
    return np.einsum(sub, A, B, optimize=True)

def anti(x, p, q): return x - x.swapaxes(p, q)
def Pocc(x): return x - x.swapaxes(0, 1) - x.swapaxes(0, 2)
def Pvir(x): return x - x.swapaxes(3, 4) - x.swapaxes(3, 5)

def fock(h, g, o): return h + np.einsum('piqi->pq', g[:, :o, :, :o])

def dress(h, g, t1, o):
    n = len(h); tau = np.zeros((n, n)); tau[o:, :o] = t1.T
    X, Y = np.eye(n) - tau, np.eye(n) + tau
    g = np.einsum('pw,wqrs->pqrs', X, g, optimize=True)
    g = np.einsum('qw,pwrs->pqrs', X, g, optimize=True)
    g = np.einsum('pqws,wr->pqrs', g, Y, optimize=True)
    g = np.einsum('pqrw,ws->pqrs', g, Y, optimize=True)
    return X @ h @ Y, g

def t3_singles(goovv, t3):
    return 0.25 * ct('mnef,imnaef->ia', goovv, t3, 'R1')

def t3_doubles(fov, gvovv, gooov, t3):
    return (ct('me,ijmabe->ijab', fov, t3, 'R2')
            + 0.5 * anti(ct('bmef,ijmaef->ijab', gvovv, t3, 'R2'), 2, 3)
            - 0.5 * anti(ct('mnje,imnabe->ijab', gooov, t3, 'R2'), 0, 1))

def drivers(Wvvvo, Wovoo, t2):
    return (Pocc(Pvir(ct('bcei,jkae->ijkabc', Wvvvo, t2, 'R3'))),
            -Pocc(Pvir(ct('majk,imbc->ijkabc', Wovoo, t2, 'R3'))))

def residuals(h, g, o, t1, t2, t3, triples=True, double_count=False):
    h, g = dress(h, g, t1, o); f = fock(h, g, o)
    O, V = slice(0, o), slice(o, None); L = g[O, O, V, V]
    E = np.trace(h[O, O]) + 0.5 * np.einsum('ijij', g[O, O, O, O]) + 0.25 * np.sum(L * t2)
    Fvv = f[V, V] - 0.5 * ct('mnef,mnaf->ae', L, t2, 'R3')
    Foo = f[O, O] + 0.5 * ct('mnef,inef->mi', L, t2, 'R3')
    Woooo = g[O, O, O, O] + 0.5 * ct('mnef,jkef->mnjk', L, t2, 'R3')
    ring2 = ct('mnef,nifa->maei', L, t2, 'R3')
    R1 = (f[V, O].T + ct('me,imae->ia', f[O, V], t2) + 0.5 * ct('amef,imef->ia', g[V, O, V, V], t2)
          - 0.5 * ct('mnie,mnae->ia', g[O, O, O, V], t2))
    R2 = (g[V, V, O, O].transpose(2, 3, 0, 1) + anti(ct('be,ijae->ijab', Fvv, t2), 2, 3)
          - anti(ct('mj,imab->ijab', Foo, t2), 0, 1) + 0.5 * ct('abef,ijef->ijab', g[V, V, V, V], t2)
          + 0.5 * ct('mnij,mnab->ijab', Woooo, t2)
          + anti(anti(ct('mbej,imae->ijab', g[O, V, V, O] + 0.5 * ring2, t2), 0, 1), 2, 3))
    if not triples:
        return E, R1, R2, np.zeros_like(t3), None, None
    R1 = R1 + t3_singles(L, t3)
    R2 = R2 + t3_doubles(f[O, V], g[V, O, V, V], g[O, O, O, V], t3)
    Wvvvv = g[V, V, V, V] + 0.5 * ct('mnef,mnbc->bcef', L, t2, 'R3')
    Wovvo = g[O, V, V, O] + ring2
    Wvvvo = (g[V, V, V, O] - ct('me,mibc->bcei', f[O, V], t2, 'R3')
             + 0.5 * ct('mnei,mnbc->bcei', g[O, O, V, O], t2, 'R3')
             + anti(ct('bmef,mifc->bcei', g[V, O, V, V], t2, 'R3'), 0, 1)
             - 0.5 * ct('mnef,mnibfc->bcei', L, t3, 'R3'))
    Wovoo = (g[O, V, O, O] + 0.5 * ct('maef,jkef->majk', g[O, V, V, V], t2, 'R3')
             + anti(ct('mnje,nkea->majk', g[O, O, O, V], t2, 'R3'), 2, 3)
             + 0.5 * ct('mnef,jnkefa->majk', L, t3, 'R3'))
    if double_count:
        Wovoo = Wovoo + ct('me,jkea->majk', f[O, V], t2)
    terms = dict(zip(('drv_v', 'drv_o'), drivers(Wvvvo, Wovoo, t2)))
    terms['Fvv'] = Pvir(ct('ae,ijkebc->ijkabc', Fvv, t3, 'R3'))
    terms['Foo'] = -Pocc(ct('mi,mjkabc->ijkabc', Foo, t3, 'R3'))
    terms['ladder'] = 0.5 * Pvir(ct('bcef,ijkaef->ijkabc', Wvvvv, t3, 'R3'))
    terms['ring'] = Pocc(Pvir(ct('maei,mjkebc->ijkabc', Wovvo, t3, 'R3')))
    terms['hole'] = 0.5 * Pocc(ct('mnjk,imnabc->ijkabc', Woooo, t3, 'R3'))
    return E, R1, R2, sum(terms.values()), terms, (Wvvvv, Wovvo, Woooo)

def unique_loops(W, terms, t3, so, sv):
    """Eighth-order terms by loops over unique, spin-allowed indices; returns counts."""
    Wv, Wr, Wo = W; o, v = len(so), len(sv); n = [0, 0, 0]; namp = 0
    split = lambda x, y, z: ((x, y, z, 1), (y, x, z, -1), (z, y, x, -1))
    for I in combinations(range(o), 3):
        for A in combinations(range(v), 3):
            if sum(so[i] for i in I) != sum(sv[a] for a in A): continue
            namp += 1; lad = rng_ = hol = 0.0
            for x, y, z, s in split(*A):
                for e, f in combinations(range(v), 2):
                    if e != x and f != x and sv[e] + sv[f] == sv[y] + sv[z]:
                        lad += s * Wv[y, z, e, f] * t3[I + (x, e, f)]; n[0] += 1
                for p, q, r, u in split(*I):
                    for m in range(o):
                        if m == q or m == r: continue
                        for e in range(v):
                            if e != y and e != z and so[m] + sv[x] == sv[e] + so[p]:
                                rng_ += s * u * Wr[m, x, e, p] * t3[m, q, r, e, y, z]; n[1] += 1
            for p, q, r, u in split(*I):
                for m, k in combinations(range(o), 2):
                    if m != p and k != p and so[m] + so[k] == so[q] + so[r]:
                        hol += u * Wo[m, k, q, r] * t3[(p, m, k) + A]; n[2] += 1
            for val, name in ((lad, 'ladder'), (rng_, 'ring'), (hol, 'hole')):
                assert abs(val - terms[name][I + A]) < 1e-11 * (1 + abs(val))
    return namp, n

def count_formula(o, v):
    N = comb(o, 3) * comb(v, 3)
    return N, [N * 3 * comb(v - 1, 2), N * 9 * (o - 2) * (v - 2), N * 3 * comb(o - 1, 2)]

# ---------- random Hamiltonian and amplitudes against Fock-space operators ----------
rng = np.random.default_rng(7); o, v = 5, 6; n = o + v; dim = 1 << n
h = rng.normal(size=(n, n)); h = h + h.T
g = anti(anti(rng.normal(size=(n,) * 4), 0, 1), 2, 3); g = 0.2 * (g + g.transpose(2, 3, 0, 1))
t1 = 0.3 * rng.normal(size=(o, v))
t2 = 0.15 * anti(anti(rng.normal(size=(o, o, v, v)), 0, 1), 2, 3)
t3 = 0.05 * Pocc(Pvir(anti(anti(rng.normal(size=(o,) * 3 + (v,) * 3), 1, 2), 4, 5)))
ann = []
for p in range(n):
    s = [x for x in range(dim) if x >> p & 1]
    sg = [(-1.0) ** bin(x & ((1 << p) - 1)).count('1') for x in s]
    ann.append(sp.csr_matrix((sg, ([x ^ (1 << p) for x in s], s)), shape=(dim, dim)))
cre = [a.T.tocsr() for a in ann]
ref = np.zeros(dim); ref[(1 << o) - 1] = 1.0
Top, bras, idx = [], [], []
for r, t in ((1, t1), (2, t2), (3, t3)):
    T = sp.csr_matrix((dim, dim)); B = []; ix = []
    for I in combinations(range(o), r):
        for A in combinations(range(v), r):
            fac = [cre[o + a] for a in A] + [ann[i] for i in reversed(I)]
            op = fac[0]
            for x in fac[1:]: op = op @ x
            T = T + t[I + A] * op; B.append(op @ ref); ix.append(I + A)
    Top.append(T); bras.append(np.array(B)); idx.append(tuple(np.array(ix).T))
pairs = list(combinations(range(n), 2)); P0, P1 = np.array(pairs).T
gpair = g[P0, P1][:, P0, P1]

def apply_H(x):
    one = h @ np.array([a @ x for a in ann])
    two = gpair @ np.array([ann[s] @ (ann[r] @ x) for r, s in pairs])
    return (sum(cre[p] @ one[p] for p in range(n))
            + sum(cre[p] @ (cre[q] @ two[k]) for k, (p, q) in enumerate(pairs)))

def apply_exp(T, x):
    out = x.copy(); term = x.copy()
    for k in range(1, o + 2):
        term = T @ term / k; out += term
    assert not term.any()
    return out

def exact(scale3):
    T = Top[0] + Top[1] + scale3 * Top[2]
    s = apply_exp(-T, apply_H(apply_exp(T, ref)))
    return [ref @ s] + [B @ s for B in bras]

x0, x1, x2 = exact(0.0), exact(1.0), exact(2.0)
E, R1, R2, R3, terms, W = residuals(h, g, o, t1, t2, t3)
rel = lambda a, b: np.abs(a - b).max() / np.abs(b).max()
errs = [abs(E - x1[0]) / abs(x1[0])] + [rel(R[i], x) for R, i, x in zip((R1, R2, R3), idx, x1[1:])]
assert max(errs) < 1e-11
assert abs(x1[0] - x0[0]) < 1e-11
O, V = slice(0, o), slice(o, None); L = g[O, O, V, V]
d1 = t3_singles(L, t3)
d2 = t3_doubles(fock(h, g, o)[O, V] + np.einsum('mnef,nf->me', L, t1),
                g[V, O, V, V] - np.einsum('nb,nmef->bmef', t1, L),
                g[O, O, O, V] + np.einsum('jf,mnfe->mnje', t1, L), t3)
e1, e2 = rel(d1[idx[0]], x1[1] - x0[1]), rel(d2[idx[1]], x1[2] - x0[2])
assert e1 < 1e-11 and e2 < 1e-11
curv = max(np.abs(x2[k] - 2 * x1[k] + x0[k]).max() / np.abs(x1[k]).max() for k in (1, 2, 3))
assert curv < 1e-11
assert min(np.abs(x).max() for x in terms.values()) > 1e-2 * np.abs(R3).max()
edc = rel(residuals(h, g, o, t1, t2, t3, double_count=True)[3][idx[2]], x1[3])
assert edc > 1e-3
print(f"random test o={o} v={v}, relative errors (dimensionless)")
print("E, R1, R2, R3 vs Fock space: " + " ".join(f"{e:.1e}" for e in errs))
print(f"T3 part of R1, R2 vs Fock space: {e1:.1e} {e2:.1e}")
print(f"second difference in T3 scale: {curv:.1e}")
print(f"R3 error if f_me T2^2 counted twice: {edc:.3f}")
for tag in ('R1', 'R2'):
    print(f"(o,v) powers of T3 terms in {tag}: {sorted(orders[tag])}")
for deg in (8, 7, 6, 5):
    print(f"(o,v) powers in R3, order {deg}: {sorted(k for k in orders['R3'] if sum(k) == deg)}")
assert {k for k in orders['R3'] if sum(k) >= 8} == {(3, 5), (4, 4), (5, 3)}
assert max(sum(k) for tag in ('R1', 'R2', 'other') for k in orders[tag]) == 7
assert [k for tag in orders for k in orders[tag] if k[1] >= 5] == [(3, 5)]
got = unique_loops(W, terms, t3, [0] * o, [0] * v)
assert got == count_formula(o, v)
print(f"loop counts: amplitudes {got[0]}, ladder/ring/hole multiply-adds {got[1]}")

# ---------- molecules ----------
def denominators(h, g, o):
    e = np.diag(fock(h, g, o)); D1 = e[:o, None] - e[None, o:]
    D2 = D1[:, None, :, None] + D1[None, :, None, :]
    return D1, D2, D2[:, :, None, :, :, None] + D1[None, None, :, None, None, :]

def solve(h, g, o, triples):
    D = denominators(h, g, o); t = [np.zeros_like(d) for d in D]
    cut = np.cumsum([d.size for d in D])[:2]; vecs, errv = [], []
    for it in range(1, 101):
        out = residuals(h, g, o, *t, triples=triples)
        if max(np.abs(r).max() for r in out[1:4]) < 1e-9:
            return out, t, it
        step = np.concatenate([(r / d).ravel() for r, d in zip(out[1:4], D)])
        vecs.append(np.concatenate([x.ravel() for x in t]) + step); errv.append(step)
        vecs, errv = vecs[-8:], errv[-8:]; k = len(vecs); M = np.array(errv)
        B = -np.ones((k + 1, k + 1)); B[:k, :k] = M @ M.T; B[:k, :k] /= B[:k, :k].max(); B[k, k] = 0
        rhs = np.zeros(k + 1); rhs[k] = -1
        c = np.linalg.lstsq(B, rhs, rcond=1e-15)[0][:k]
        t = [x.reshape(d.shape) for x, d in zip(np.split(c @ np.array(vecs), cut), D)]
    raise RuntimeError("not converged")

R_pm = 123.0
print(f"hartree = {Eh:.10e} J;  bond length = {R_pm:.1f} pm;  6-31G, frozen 1s core")
for name, charge, na, nb in (('BH', 0, 2, 2), ('BH+', 1, 2, 1)):
    mol = gto.M(atom=f'B 0 0 0; H 0 0 {R_pm / 100}', basis='6-31g', charge=charge,
                spin=na - nb, verbose=0)
    mf = scf.RHF(mol) if na == nb else scf.ROHF(mol)
    mf.chkfile = None; mf.conv_tol = 1e-11; mf.kernel(); assert mf.converged
    m = mol.nao - 1
    mc = mcscf.CASCI(mf, m, (na, nb)); mc.fcisolver.conv_tol = 1e-12
    h1, ecore = mc.get_h1eff(); eri = ao2mo.restore(1, np.asarray(mc.get_h2eff()), m)
    Efci = mc.kernel()[0]
    sa = np.r_[0:na, 0:nb, na:m, nb:m]
    spin = np.r_[[0] * na, [1] * nb, [0] * (m - na), [1] * (m - nb)]
    same = (spin[:, None] == spin[None, :]) * 1.0
    h = h1[np.ix_(sa, sa)] * same
    g = eri[np.ix_(sa, sa, sa, sa)] * same[:, :, None, None] * same[None, None, :, :]
    g = anti(g.transpose(0, 2, 1, 3), 2, 3)
    o = na + nb; v = 2 * m - o; O, V = slice(0, o), slice(o, None)
    sd, tsd, it_sd = solve(h, g, o, False)
    sdt, tsdt, it_sdt = solve(h, g, o, True)
    Esd, Esdt = ecore + sd[0], ecore + sdt[0]
    print(f"{name}: o={o} v={v}, iterations CCSD {it_sd}, CCSDT {it_sdt}")
    for lab, val in (('SCF', mf.e_tot), ('CCSD', Esd), ('CCSDT', Esdt), ('FCI', Efci)):
        print(f"{name} E({lab}) = {val * aJ:.7f} aJ")
    print(f"{name} CCSDT-CCSD = {(Esdt - Esd) * zJ:.4f} zJ")
    print(f"{name} CCSD-FCI = {(Esd - Efci) * zJ:.4f} zJ = {(Esd - Efci) * 1e3:.4f} mEh")
    print(f"{name} CCSDT-FCI = {(Esdt - Efci) * zJ:.4f} zJ = {(Esdt - Efci) * 1e3:.4f} mEh")
    print(f"{name} max |t1|,|t2|,|t3| = " + " ".join(f"{np.abs(x).max():.5f}" for x in tsdt))
    if o == 3:
        assert abs(Esdt - Efci) < 1e-8 and abs(Esd - Efci) > 1e-6
        continue
    assert 1e-7 < abs(Esdt - Efci) < abs(Esd - Efci)
    lib = cc.CCSD(mf, frozen=1); lib.conv_tol = 1e-11; lib.conv_tol_normt = 1e-9
    lib.max_cycle = 200; lib.kernel(); assert abs(lib.e_tot - Esd) < 1e-8
    t3p = sum(drivers(g[V, V, V, O], g[O, V, O, O], tsd[1])) / denominators(h, g, o)[2]
    ES = np.sum(tsd[0] * t3_singles(g[O, O, V, V], t3p))
    ED = 0.25 * np.sum(tsd[1] * t3_doubles(fock(h, g, o)[O, V], g[V, O, V, V], g[O, O, O, V], t3p))
    Elib = lib.ccsd_t(); assert abs(ES + ED - Elib) < 1e-8
    print(f"{name} (T) via doubles = {ED * zJ:.4f} zJ, via singles = {ES * zJ:.4f} zJ")
    print(f"{name} (T) sum = {(ES + ED) * zJ:.4f} zJ, PySCF = {Elib * zJ:.4f} zJ")
    N, c = count_formula(o, v)
    print(f"{name} no spin: amplitudes {N}, ladder/ring/hole {c}, ratio {c[0] / c[1]:.3f}")
    N, c = unique_loops(sdt[5], sdt[4], tsdt[2], list(spin[:o]), list(spin[o:]))
    print(f"{name} spin-allowed: amplitudes {N}, ladder/ring/hole {c}, ratio {c[0] / c[1]:.3f}")

for o, v in ((10, 40), (10, 100)):
    N, c = count_formula(o, v)
    print(f"model o={o} v={v}: amplitudes {N:.3e}, ladder {c[0]:.3e}, ring {c[1]:.3e}, hole {c[2]:.3e}")
    print(f"model o={o} v={v}: ladder/ring {c[0] / c[1]:.3f}, ladder share {c[0] / sum(c):.3f}")
first = next(v for v in range(3, 1000) if count_formula(10, v)[1][0] > count_formula(10, v)[1][1])
assert first == 6 * (10 - 2) + 2
print(f"model o=10: smallest v with ladder > ring: {first}")
print("tests ok")
```

It prints:

```
random test o=5 v=6, relative errors (dimensionless)
E, R1, R2, R3 vs Fock space: 1.9e-16 3.5e-16 3.4e-16 5.7e-16
T3 part of R1, R2 vs Fock space: 7.9e-16 4.9e-16
second difference in T3 scale: 1.0e-15
R3 error if f_me T2^2 counted twice: 0.594
(o,v) powers of T3 terms in R1: [(3, 3)]
(o,v) powers of T3 terms in R2: [(3, 3), (3, 4), (4, 3)]
(o,v) powers in R3, order 8: [(3, 5), (4, 4), (5, 3)]
(o,v) powers in R3, order 7: [(3, 4), (4, 3)]
(o,v) powers in R3, order 6: [(2, 4), (3, 3), (4, 2)]
(o,v) powers in R3, order 5: [(2, 3), (3, 2)]
loop counts: amplitudes 200, ladder/ring/hole multiply-adds [6000, 21600, 3600]
hartree = 4.3597447222e-18 J;  bond length = 123.0 pm;  6-31G, frozen 1s core
BH: o=4 v=16, iterations CCSD 15, CCSDT 15
BH E(SCF) = -109.4687139 aJ
BH E(CCSD) = -109.7370843 aJ
BH E(CCSDT) = -109.7412436 aJ
BH E(FCI) = -109.7414968 aJ
BH CCSDT-CCSD = -4.1593 zJ
BH CCSD-FCI = 4.4125 zJ = 1.0121 mEh
BH CCSDT-FCI = 0.2532 zJ = 0.0581 mEh
BH max |t1|,|t2|,|t3| = 0.02283 0.13552 0.00526
BH (T) via doubles = -3.1212 zJ, via singles = 0.0401 zJ
BH (T) sum = -3.0810 zJ, PySCF = -3.0810 zJ
BH no spin: amplitudes 2240, ladder/ring/hole [705600, 564480, 20160], ratio 1.250
BH spin-allowed: amplitudes 896, ladder/ring/hole [125440, 103936, 4480], ratio 1.207
BH+: o=3 v=17, iterations CCSD 15, CCSDT 15
BH+ E(SCF) = -108.1517143 aJ
BH+ E(CCSD) = -108.3038071 aJ
BH+ E(CCSDT) = -108.3070940 aJ
BH+ E(FCI) = -108.3070940 aJ
BH+ CCSDT-CCSD = -3.2869 zJ
BH+ CCSD-FCI = 3.2869 zJ = 0.7539 mEh
BH+ CCSDT-FCI = -0.0000 zJ = -0.0000 mEh
BH+ max |t1|,|t2|,|t3| = 0.06026 0.07636 0.00821
model o=10 v=40: amplitudes 1.186e+06, ladder 2.636e+09, ring 3.244e+09, hole 1.280e+08
model o=10 v=40: ladder/ring 0.812, ladder share 0.439
model o=10 v=100: amplitudes 1.940e+07, ladder 2.824e+11, ring 1.369e+11, hole 2.096e+09
model o=10 v=100: ladder/ring 2.062, ladder share 0.670
model o=10: smallest v with ladder > ring: 50
tests ok
```
